Positron release and capture at a shallow trap from detailed balance

**What dimensions and counting fix**

Let a thermalised positron in a crystal be either free, in a band of mass m, or bound at one of n_t identical traps per unit volume. Let κ be the capture rate per free positron and δ the release rate per trapped positron. In equilibrium as many positrons are captured as released, so δ/κ equals the ratio of free to trapped populations. That ratio depends on the energies and numbers of states, not on the strength of the coupling that moves the positron between them.

In a crystal of volume V the number of free states grows as V and the number of trap sites as n_tV. Their ratio must therefore be a density divided by n_t. The quantities that describe free states at temperature T are m, k_BT and ħ, and they form one density, up to a number:

(m k_BT/ħ²)^{3/2}.

Lowering the trap level by an energy E multiplies its Boltzmann weight by exp(E/k_BT). With E_b the depth of the level below the band edge, the form is

δ/κ = (C/n_t)(m k_BT/ħ²)^{3/2} exp(−E_b/k_BT).

The number C is still unknown. Two derivations give C = (2π)^{−3/2}, one from equilibrium weights and one from transition rates.

**Assumptions and conventions**

There is one positron in the crystal at a time, so traps do not saturate. The band is parabolic and isotropic. The traps are dilute and act independently, and the change they make to the free states is left out. Each trap has one bound orbital that counts as "trapped", the ground level. Capture means arrival in that level, and release means departure from it to the band. The positron spin has two orientations in both states, and this factor cancels.

The algebra is in atomic units, with ħ = 1 and β = 1/(k_BT). Energies are measured from the band edge, so the trap level lies at −E_b.

**First derivation: equilibrium weights**

Without annihilation, the probabilities p_f of being free and p_t of being trapped obey

dp_t/dt = κp_f − δp_t.

In equilibrium the left side is zero, and

δ/κ = p_f/p_t = Z_f/Z_t,

where Z_f and Z_t are the sums of Boltzmann factors over free and trapped states.

For the free states take a periodic cube of side L and volume V = L³. The allowed wave vectors have components 2πn/L with integer n, so each occupies a volume (2π)³/V in k-space. Replacing the sum by an integral gives

Z_f = Σ_k exp(−βk²/2m) = [V/(2π)³] ∫ d³k exp(−βk²/2m).

The integral is a product of three Gaussians, each equal to (2πm/β)^{1/2}. Hence

Z_f = V (2πm/β)^{3/2}/(2π)³ = V [m/(2πβ)]^{3/2},

because (2π)^{3/2}/(2π)³ = (2π)^{−3/2}. With the thermal wavelength

λ = (2πβ/m)^{1/2}

this is Z_f = V/λ³. The positron has as many thermally accessible free states as there are cubes of side λ in the crystal.

The error of the integral can be found. With k = 2πn/L the exponent in one direction is βk²/2m = πλ²n²/L², and Poisson's summation formula gives

Σ_n exp(−πλ²n²/L²) = (L/λ) Σ_j exp(−πL²j²/λ²).

The term j = 0 is the integral. The others are exponentially small once L exceeds λ by a factor of a few, and they vanish for a large crystal.

There are n_tV trap sites, each with one orbital at energy −E_b. Therefore

Z_t = n_tV exp(βE_b).

Dividing, V cancels:

δ/κ = exp(−βE_b)/(n_tλ³).

With ħ restored,

δ/κ = (1/n_t)[m k_BT/(2πħ²)]^{3/2} exp(−E_b/k_BT).

This confirms C = (2π)^{−3/2}. If the trap level had g orbitals of equal energy, Z_t would gain the factor g and the ratio would be divided by g.

The prefactor 1/(n_tλ³) is the number of free states per trap. It is large for dilute traps, so entropy favours release while energy favours capture. The two rates are equal when

E_b = k_BT ln[1/(n_tλ³)].

A dilute trap thus loses its hold at a thermal energy well below its binding energy.

Since κ is proportional to n_t for independent traps, write κ = νn_t, where ν is a volume per unit time. Then

δ = (ν/λ³) exp(−βE_b),

which contains no n_t. A trapped positron does not know how many other traps there are.

**Second derivation: transition rates**

Now follow the transitions themselves. First let a free positron in state k, with energy ε_k = k²/2m, fall directly into the ground level of a given trap. It must give the energy ε_k + E_b to the lattice. Suppose it does so by emitting q phonons of energy Ω each, with qΩ = ε_k + E_b. In a thermal lattice each phonon mode has the mean occupation

N = 1/[exp(βΩ) − 1].

To leading order in the coupling, emission of a phonon carries the factor N + 1 and absorption the factor N. The squared amplitude is otherwise the same in both directions, because the Hamiltonian is Hermitian and the reverse amplitude is the complex conjugate of the forward one. Energy denominators of intermediate states are taken as real, which requires that no intermediate state be resonant. Denoting the common factor by S_k, the rates are

W(k→b) = S_k (N + 1)^q,
W(b→k) = S_k N^q.

From the definition of N,

N + 1 = exp(βΩ)/[exp(βΩ) − 1] = N exp(βΩ),

so that

W(b→k) = W(k→b) exp(−qβΩ) = W(k→b) exp[−β(ε_k + E_b)].

Phonons of unequal energies give the same relation, since their exponents add up to the same total energy.

Let the free positron be thermally distributed, with p_k = exp(−βε_k)/Z_f. The n_tV traps act independently, so

κ = n_tV Σ_k p_k W(k→b).

A trapped positron can go to any free state:

δ = Σ_k W(b→k) = exp(−βE_b) Σ_k exp(−βε_k) W(k→b).

Replace exp(−βε_k) by Z_f p_k:

δ = exp(−βE_b) Z_f Σ_k p_k W(k→b) = exp(−βE_b) Z_f κ/(n_tV).

With Z_f = V/λ³ this is the earlier result. The factors S_k set the size of κ and δ, but they have dropped out of the ratio.

*Capture through excited levels.* A shallow trap may have excited bound levels, through which the positron descends in steps. Consider one trap, and let w_a be the total Boltzmann weight of a group of states a. The groups are the free states F, the excited levels i and the ground level G. The phonon argument applied to each pair of groups gives

w_a W_ab = w_b W_ba.

Let h_i be the probability that a positron in excited level i reaches G before F, and e_i = 1 − h_i the probability that it reaches F first. If R_i is the total rate of leaving level i, the first step from i gives

R_i h_i = W_iG + Σ_j W_ij h_j,
R_i e_i = W_iF + Σ_j W_ij e_j.

Here W_iF is summed over all free states. Multiply the first equation by w_i e_i and the second by w_i h_i, subtract, and sum over i. The left sides cancel:

0 = Σ_i w_i W_iG e_i − Σ_i w_i W_iF h_i + Σ_ij w_i W_ij (h_j e_i − e_j h_i).

In the last sum w_i W_ij is unchanged when i and j are exchanged, while the bracket changes sign. The sum is zero, and

Σ_i w_i W_iG e_i = Σ_i w_i W_iF h_i.

Let κ₁ be the capture rate due to this one trap. Direct and stepwise capture together give

Z_f κ₁ = w_G W_GF + Σ_i w_i W_iF h_i,

where w_f W_fG = w_G W_Gf and w_f W_fi = w_i W_if were used for each free state f. Release from the ground level gives

w_G δ = w_G W_GF + Σ_i w_G W_Gi e_i = w_G W_GF + Σ_i w_i W_iG e_i.

The right sides are equal, so w_G δ = Z_f κ₁. With w_G = exp(βE_b) and κ = n_tVκ₁ the same ratio follows. The route of capture affects how fast it happens, not its balance with release.

**What each derivation assumes**

The first derivation needs the equilibrium weights and the statement that κ and δ are constants which keep their values away from equilibrium. It says nothing about phonons, and the coupling need not be weak enough for a leading-order rate. It also extends readily to a lattice that responds to the positron. If capture changes the vibrational free energy of the trap by ΔF, then Z_t gains the factor exp(−βΔF), and E_b in the result is replaced by E_b − ΔF.

The second derivation assumes sharp levels, weak coupling and phonons in equilibrium at T. In return it shows when the rates are constants: the free positron must keep its thermal distribution while it is being captured, and the excited levels must settle quickly compared with the changes of p_f and p_t. It would also give κ and δ separately if the couplings were known. As written, it takes the vibrations to be the same with and without the bound positron.

Both fail for a positron captured before it has thermalised. Both also need n_tλ³ to be small. Otherwise a free wave packet of thermal size covers several traps, and neither independent capture nor an undisturbed band is a fair description. For charged traps there is a further condition: the Coulomb energy at the typical distance between traps must be small compared with k_BT.

**Negative acceptors in silicon**

A negatively charged acceptor attracts a positron. Take compensated silicon with rough typical values: relative permittivity ε = 11.7, positron mass m = 1 and n_t = 10¹⁷ cm⁻³. The Hamiltonian is

H = −∇²/(2m) − 1/(εr).

Putting r = (ε/m)ρ turns it into (m/ε²)(−∇_ρ²/2 − 1/ρ), which is m/ε² times the hydrogen Hamiltonian. The levels are therefore −E_b/n² with n² orbitals each, and

E_b = m/(2ε²) = 1/(2 × 136.9) = 0.00365 hartree = 0.0994 eV.

The length unit is a* = ε/m, or 6.19 Å. This model leaves out the central cell, where the acceptor's own core acts on the positron.

At 200 K, k_BT = 0.01723 eV and λ = 52.7 Å, so λ⁻³ = 6.83 × 10¹⁸ cm⁻³. Hence

1/(n_tλ³) = 6.83 × 10¹⁸/10¹⁷ = 68.3,
exp(−E_b/k_BT) = exp(−5.77) = 0.00313,
δ/κ = 68.3 × 0.00313 = 0.214.

Release is about a fifth as fast as capture, although the Boltzmann factor alone would make it three hundred times slower. At other temperatures, with n_t and E_b fixed:

100 K: 24.2 × 9.79 × 10⁻⁶ = 2.4 × 10⁻⁴
150 K: 44.4 × 4.58 × 10⁻⁴ = 0.020
250 K: 95.5 × 0.00992 = 0.95
300 K: 125.5 × 0.0214 = 2.7

From 100 to 300 K the prefactor grows by 3^{3/2} = 5.2 and the exponential by about 2200. The rates are equal at 252 K, where E_b/k_BT is about 4.6. For 10¹⁶ and 10¹⁸ cm⁻³ the model puts this temperature at 181 and 393 K: more traps raise κ but not δ, so more heat is needed to balance them. All these values are for isolated traps, and the Coulomb condition stated above is not well met: at 10¹⁷ cm⁻³ the Coulomb energy at the radius of the sphere per trap is 1.1, 0.5 and 0.4 times k_BT at 100, 200 and 300 K, and at 10¹⁸ cm⁻³ and 393 K it is 0.6 times k_BT. The charges around each trap change them noticeably, most of all at low temperature and high concentration, as estimated in the last section.

The algebra was tested on a master equation with random symmetric couplings, phonons of at most 0.06 eV and the levels n = 1 to 3. Its free states were explicit plane waves in a box holding one trap. The ground level then exchanges at least two phonons in every transition. At 200 K this gave 0.2137, as does the formula. In five cases between 100 and 300 K, with concentrations from 5 × 10¹⁶ to 2 × 10¹⁷ cm⁻³ and masses of 1 and 1.5, the largest relative deviation was 2.4 × 10⁻¹¹. Opening the direct path from band to ground level raised κ by a factor of 2.84 at 200 K and left δ/κ unchanged within one part in a million. These couplings are not those of silicon, so the factor 2.84 is no property of the material. The symmetry of the couplings was put in; the test concerns the counting of states and the elimination of the cascade.

**Reading a binding energy from temperature dependence**

At fixed n_t, the ratio varies with β as β^{−3/2} exp(−βE_b). Its apparent activation energy is

d ln(δ/κ)/d(−β) = E_b + 3/(2β) = E_b + (3/2)k_BT.

At 200 K this is 0.0994 + 0.0258 = 0.125 eV. A straight line fitted to ln(δ/κ) against 1/T near 200 K would thus overstate the binding energy of an isolated trap by about a quarter of its value. For charged traps the surrounding charges change this: with the compensating charge spread evenly as in the last section, the apparent energy at 200 K is about 0.11 eV, an excess of about an eighth over the isolated E_b. If κ itself varies as T^s, then ln κ contributes sk_BT, and the apparent energy of δ alone is E_b + (3/2 + s)k_BT.

**Annihilation changes populations, not the ratio**

Let the positron annihilate at the same rate Γ in both states. This is an assumption, suited to a weakly bound positron spread over many atoms. The excited levels are left out. At 200 K their equilibrium population is about a tenth of that of the ground level, but half of that of the free states. Counting them would lower the ground level's equilibrium share from 0.82 to 0.76, so the fractions below illustrate the two-state equations and are not accurate values for silicon. Then

dp_f/dt = −(κ + Γ)p_f + δp_t,
dp_t/dt = κp_f − (δ + Γ)p_t.

Start with p_f = 1 and p_t = 0, and let I_f and I_t be the time integrals of p_f and p_t from zero to infinity. Since p_t vanishes at both ends, integrating the second equation gives

κI_f = (δ + Γ)I_t.

The positron annihilates somewhere, so Γ(I_f + I_t) = 1. Inserting I_f gives

ΓI_t (κ + δ + Γ)/κ = 1,

and the fraction that annihilates in traps is

F = ΓI_t = κ/(κ + δ + Γ).

For a rough κ = 20 ns⁻¹ and a rough lifetime of 0.22 ns, Γ = 4.55 ns⁻¹. At 200 K, δ = 0.2137 × 20 = 4.27 ns⁻¹, and

F = 20/(20 + 4.27 + 4.55) = 0.69.

The equilibrium share would be 20/24.27 = 0.82. The difference arises because the positron starts free and may annihilate before the balance is reached. Reading (1 − F)/F as δ/κ would give (δ + Γ)/κ = 0.44 instead of 0.21. The shortcut is good when Γ is much smaller than δ. In the cold limit δ vanishes and F tends to κ/(κ + Γ), not to one.

**Excited levels counted as trapped**

An experiment may not distinguish the ground level from the excited ones. If all bound levels count as trapped and are in mutual equilibrium, the trapped weight grows by the factor

B = Σ_n n² exp[−βE_b(1 − 1/n²)],

and the ratio of free to bound populations is divided by B. For large n the terms grow as n², so the sum needs a cutoff. A reasonable one keeps levels whose mean s-orbit radius, (3/2)n²a*, is smaller than the radius r_s of the sphere available to each trap. Here r_s = 134 Å. The radius is 84 Å for n = 3 and 149 Å for n = 4, so three levels remain.

At 200 K, B = 1 + 0.053 + 0.053 = 1.11, and the ratio falls from 0.214 to 0.19. At 300 K, B = 1.52, and it falls from 2.7 to 1.8. The excited levels lie close to the band and matter more as the crystal warms. The cutoff is an estimate. If the compensating charge is spread evenly over the sphere, the n = 3 level lies close to the potential at the sphere's edge, and without that level B at 300 K would be 1.22 instead of 1.52.

**How far the numbers hold for real silicon**

The permittivity is that of silicon, the concentration is a moderate doping level, and the lifetime is close to that of a positron in the perfect crystal. The capture rate is an order-of-magnitude value. It does not enter the ratio. Of the inputs that do, the least certain is the mass, since interaction with electrons and phonons can make the positron heavier than its bare value. With m = 1.5 and E_b held fixed, the ratio rises by 1.5^{3/2} = 1.84. In the hydrogenic model, however, E_b rises in proportion to m, and the ratio then changes by a factor of 0.10 at 200 K and 0.27 at 300 K. The mass thus acts mainly through the binding energy. An E_b smaller by 0.01 eV raises the ratio by 1.79 at 200 K and 1.47 at 300 K, and one larger by 0.01 eV lowers it by the same factors. The central cell can shift the level either way: repulsion from the core makes it shallower, while the weaker screening within a few ångström of the ion makes it deeper. For an orbit of only 6 Å the shift can exceed 0.01 eV, and it grows with the mass.

Compensated material also contains charged centres at random positions. The potential of a single centre at the distance r_s is 1/(εr_s), here 0.0092 eV. A trap made shallower by this amount has a ratio larger by 1.71 at 200 K and 1.43 at 300 K; one made deeper has it smaller by the same factor. With the acceptors and an equal number of singly charged donors placed independently at random, the difference in potential between two points r_s apart has the root-mean-square value √6/(εr_s) = 0.023 eV, so the spread can be more than twice as large in energy. For such unscreened, uncorrelated charges this value grows as the square root of the separation, so it indicates a scale and is not a fixed width; free carriers or correlated placement would limit it. Real traps therefore have a spread of release rates, and a single exponential is an average description. The compensating charge can also shift the average. If it is spread evenly over the sphere of each trap, the ground level rises by 3/(2εr_s) = 0.014 eV relative to the potential at the sphere's edge. Summing the levels of such a sphere, with those that derive from n = 2 and 3 left out of the free states, gives a ratio larger than the formula's by a factor of about 1.7 at 300 K, 2.3 at 200 K and 4.7 at 100 K. If those levels are counted as free, the factors are about 1.9, 2.8 and 9. The assumption that the acceptors are negative also has its limits: without compensation, holes settle on them at low temperature and remove the long-range attraction. Vacancies, if present, compete for the positron and add a further loss term to the rate equations.

When E_b comes from the hydrogenic model, these changes of mass, binding energy and average potential together move the ratio at 200 K from about 0.02 (m = 1.5) to about 0.9 (m = 1, level shallower by 0.01 eV, compensating charge included; 1.1 if the excited levels count as free), before the random spread is counted. This range is not a bound: a level deepened by the central cell would take the ratio lower. With a measured E_b the mass enters through the prefactor alone. A mass of 1.5 instead of 1 and an E_b smaller by 0.01 eV then raise the ratio at 200 K by 1.84 and 1.79, or by 3.3 together. The numerical output below lists the values for isolated traps.

Computed values

```
INPUTS (rough, compensated silicon)
relative permittivity: 11.7
positron band mass: 1.0 electron masses
trap concentration: 1.0e+17 cm^-3
largest phonon energy in test: 0.06 eV
TRAP
binding energy, hydrogenic formula: 0.0994 eV
binding energy, radial diagonalization: 0.0994 eV
orbit parameter a*: 6.19 angstrom
radius of sphere per trap: 133.7 angstrom
highest level kept: n = 3
mean s-orbit radius, n = 3: 83.6 angstrom
mean s-orbit radius, n = 4: 148.6 angstrom
RATIO: T (K), kT (eV), wavelength (angstrom),
  prefactor 1/(n_t lambda^3), exponential, release/capture
  100  0.00862  74.54  24.15  9.792e-06  2.365e-04
  150  0.01293  60.86  44.36  4.577e-04  2.030e-02
  200  0.01723  52.71  68.30  3.129e-03  2.137e-01
  250  0.02154  47.14  95.45  9.916e-03  9.465e-01
  300  0.02585  43.03  125.47  2.139e-02  2.684e+00
lambda^-3 at 200 K: 6.830e+18 cm^-3
plane-wave sum at 200 K, box of one trap: 68.30
release/capture at 200 K, master equation: 0.2137
release/capture at 200 K, formula: 0.2137
largest relative deviation, five cases: 2.4e-11
capture rate, direct path open/closed: 2.84
apparent activation energy at 200 K: 0.1252 eV
equal-rate temperature at 1e+16 cm^-3: 181 K
equal-rate temperature at 1e+17 cm^-3: 252 K
equal-rate temperature at 1e+18 cm^-3: 393 K
POPULATIONS AT 200 K
capture rate (rough input): 20.0 ns^-1
lifetime (rough input): 0.22 ns
annihilation rate: 4.55 ns^-1
release rate: 4.27 ns^-1
fraction annihilating in traps, formula: 0.6940
same, time integration: 0.6940
equilibrium trapped share: 0.8239
NEGLECTED EFFECTS
potential fluctuation scale: 0.0092 eV
200 K, pooled bound weight / ground: 1.106
200 K, ratio factor, binding less fluctuation: 1.71
200 K, ratio factor, mass 1.5, same binding: 1.84
200 K, ratio factor, mass 1.5, scaled binding: 0.103
200 K, ratio factor, binding less 0.01 eV: 1.79
300 K, pooled bound weight / ground: 1.519
300 K, ratio factor, binding less fluctuation: 1.43
300 K, ratio factor, mass 1.5, same binding: 1.84
300 K, ratio factor, mass 1.5, scaled binding: 0.269
300 K, ratio factor, binding less 0.01 eV: 1.47
```
